# Gamma Matrices in d Dimensions from Jordan-Wigner Products

## Definitions and conventions

Let $d\ge 1$ and $n=\lfloor d/2\rfloor$. A representation of the Clifford algebra is a nonzero complex vector space $V$ with linear operators $\Gamma_1,\dots,\Gamma_d$ that satisfy

$$\Gamma_a\Gamma_b+\Gamma_b\Gamma_a=2\delta_{ab}\,1. \tag{1}$$

Thus each $\Gamma_a$ squares to one and different ones anticommute. No inner product on $V$ and no hermiticity is assumed.

A subspace is invariant if every $\Gamma_a$ maps it into itself. The representation is irreducible if its invariant subspaces are $\{0\}$ and $V$ alone. Two representations are equivalent if one invertible $S$ gives $S\Gamma_aS^{-1}=\Gamma'_a$ for all $a$, with the labels kept in place.

The statement to be proved has two parts. Every irreducible representation has dimension $2^n$. For even $d$ all of them are equivalent, while for odd $d$ there are two classes, labelled by a sign $\eta=\pm1$ in

$$\Gamma_1\Gamma_2\cdots\Gamma_d=i^n\eta\,1\qquad(d\text{ odd}). \tag{2}$$

## The Jordan-Wigner matrices

Let $X,Y,Z$ be the Pauli matrices, with $Z=\mathrm{diag}(1,-1)$ and $XY=iZ$. On a product of $n$ two-dimensional spaces, called sites, define for $k=1,\dots,n$

$$\begin{aligned}\Gamma_{2k-1}&=Z^{\otimes(k-1)}\otimes X\otimes 1^{\otimes(n-k)},\\ \Gamma_{2k}&=Z^{\otimes(k-1)}\otimes Y\otimes 1^{\otimes(n-k)}.\end{aligned} \tag{3}$$

Each squares to one because each factor does. The two matrices with the same $k$ anticommute because $X$ and $Y$ do, and their $Z$ strings are equal. Now take one matrix from site $j$ and one from site $k>j$. At site $j$ the factors are $X$ or $Y$ in the first and $Z$ in the second, which anticommute. At every other site the two factors commute, since they are equal or one of them is the identity. The exchange gives one minus sign in total, so (1) holds. Without the strings, matrices on different sites would commute.

This supplies $2n$ matrices of size $2^n$. For odd $d=2n+1$ one more is needed. In any representation set

$$T_k=-i\Gamma_{2k-1}\Gamma_{2k},\qquad C=T_1T_2\cdots T_n=(-i)^n\Gamma_1\cdots\Gamma_{2n}. \tag{4}$$

From (1),

$$T_k^2=-\Gamma_{2k-1}\Gamma_{2k}\Gamma_{2k-1}\Gamma_{2k}=+\Gamma_{2k-1}^2\Gamma_{2k}^2=1.$$

$T_k$ anticommutes with its own two factors, since each passes itself freely and the other with a minus sign. It commutes with every other $\Gamma_a$, which passes two factors. The $T_k$ therefore commute with one another, and

$$C^2=1,\qquad C\Gamma_a=-\Gamma_aC\quad(a\le 2n). \tag{5}$$

So $\Gamma_{2n+1}=\eta C$ completes the set for either sign. For the matrices (3), $T_k$ is $Z$ at site $k$, hence

$$\Gamma_{2n+1}=\eta\,Z^{\otimes n}. \tag{6}$$

For $d=5$ the list is $X\otimes1$, $Y\otimes1$, $Z\otimes X$, $Z\otimes Y$, $\eta Z\otimes Z$. For $d=1$ there are no sites, $C=1$, and $\Gamma_1=\eta$ is a number.

## A vacuum in every representation

The construction shows that size $2^n$ is possible. To show that no other size occurs in an irreducible representation, start from arbitrary operators obeying (1) and form

$$a_k=\tfrac12(\Gamma_{2k-1}+i\Gamma_{2k}),\qquad b_k=\tfrac12(\Gamma_{2k-1}-i\Gamma_{2k}). \tag{7}$$

If the $\Gamma_a$ are Hermitian, $b_k=a_k^\dagger$, but this is not used. Expanding the anticommutator and using (1),

$$\begin{aligned}\{a_j,b_k\}&=\tfrac14\big(\{\Gamma_{2j-1},\Gamma_{2k-1}\}+\{\Gamma_{2j},\Gamma_{2k}\}\\&\qquad-i\{\Gamma_{2j-1},\Gamma_{2k}\}+i\{\Gamma_{2j},\Gamma_{2k-1}\}\big)\\&=\tfrac14(2\delta_{jk}+2\delta_{jk})=\delta_{jk}.\end{aligned} \tag{8}$$

The mixed terms vanish because an odd and an even label never coincide. In $\{a_j,a_k\}$ and $\{b_j,b_k\}$ the second term has the opposite sign, so

$$\{a_j,a_k\}=\{b_j,b_k\}=0,\qquad a_k^2=b_k^2=0. \tag{9}$$

These are the relations of $n$ fermionic modes.

Every nonzero invariant subspace contains a vacuum, meaning a vector $\Omega\ne0$ with $a_k\Omega=0$ for all $k$. Take any $v\ne0$ in the subspace and go through $k=1,\dots,n$. If $a_kv=0$, keep $v$. Otherwise replace $v$ by $a_kv$, which is nonzero and is annihilated by $a_k$ because $a_k^2=0$. Earlier conditions survive: if $a_jv=0$, then $a_ja_kv=-a_ka_jv=0$. After $n$ steps $v$ is a vacuum, and it has not left the subspace.

## Dimension and uniqueness for even d

Let $d=2n$. From a vacuum build the $2^n$ vectors

$$|s\rangle=b_1^{s_1}b_2^{s_2}\cdots b_n^{s_n}\Omega,\qquad s_k\in\{0,1\}, \tag{10}$$

and let $N_k=b_ka_k$. By (8) and (9),

$$N_kb_k=b_k(1-b_ka_k)=b_k,\qquad N_kb_j=b_jN_k\ (j\ne k),$$

where the second relation comes from two sign changes. Also $N_k\Omega=0$. Moving $N_k$ to the right in (10) until it meets $b_k$ or $\Omega$ gives

$$N_k|s\rangle=s_k|s\rangle. \tag{11}$$

None of the vectors vanishes. Suppose $s_k=1$. Then $a_k$ passes the earlier $b_j$ with a sign and meets $b_k\phi$, where $\phi$ contains no $b_k$ and so $a_k\phi=0$. Hence $a_kb_k\phi=\phi-b_ka_k\phi=\phi$, and the operator $b_k$ has been removed. Removing all of them leaves $\pm\Omega\neq0$.

The vectors are also independent. For a given $s$, the product over $k$ of $N_k$ where $s_k=1$ and $1-N_k$ where $s_k=0$ keeps $|s\rangle$ and annihilates all the others. Applied to a linear relation, it shows that each coefficient is zero.

The same reordering gives the action of the ladder operators. With $\sigma_k=s_1+\cdots+s_{k-1}$,

$$\begin{aligned}a_k|s\rangle&=(-1)^{\sigma_k}s_k\,|s;\,s_k\to0\rangle,\\ b_k|s\rangle&=(-1)^{\sigma_k}(1-s_k)\,|s;\,s_k\to1\rangle.\end{aligned} \tag{12}$$

The span $F$ of the $|s\rangle$ is therefore invariant, with dimension $2^n$. If $V$ is irreducible, $F=V$, which proves

$$\dim V=2^n. \tag{13}$$

Finite dimension has been derived here; it was not an assumption.

$F$ is itself irreducible. A nonzero invariant subspace $W\subseteq F$ contains a vacuum $\Omega'$. Then $N_k\Omega'=0$ for all $k$, and by (11) the only basis vector with all eigenvalues zero is $\Omega$. So $\Omega'$ is a multiple of $\Omega$, $W$ contains all the vectors (10), and $W=F$.

Finally, (12) fixes every matrix element. From (7), $\Gamma_{2k-1}=a_k+b_k$ and $\Gamma_{2k}=-i(a_k-b_k)$. At one site, in the order $s_k=0,1$,

$$a=\begin{pmatrix}0&1\\0&0\end{pmatrix},\quad b=\begin{pmatrix}0&0\\1&0\end{pmatrix},\quad a+b=X,\quad -i(a-b)=Y.$$

The sign $(-1)^{\sigma_k}$ is a factor $Z$ at each earlier site. These are the matrices (3). Any irreducible representation thus becomes the Jordan-Wigner one by a change of basis, so for even $d$ there is one class. It follows too that the matrices (3) are irreducible, because their space has dimension $2^n$ and is filled by $F$.

Changing the sign of one matrix, say $\Gamma_d$, gives nothing new for even $d$. The operator $S=C\Gamma_d$ commutes with $\Gamma_a$ for $a\ne d$, since both $C$ and $\Gamma_d$ anticommute with it. It anticommutes with $\Gamma_d$, since only $C$ does. Hence $S\Gamma_dS^{-1}=-\Gamma_d$ while the others stay fixed.

## The two classes for odd d

Let $d=2n+1$ and define

$$\omega=C\,\Gamma_{2n+1}=(-i)^n\Gamma_1\cdots\Gamma_{2n+1}. \tag{14}$$

$C$ contains $2n$ factors, all different from $\Gamma_{2n+1}$, so it commutes with $\Gamma_{2n+1}$. Therefore $\omega$ commutes with $\Gamma_{2n+1}$, and $\omega^2=C^2\Gamma_{2n+1}^2=1$. For $a\le2n$ both factors of $\omega$ anticommute with $\Gamma_a$, so $\omega$ commutes with it too.

The operators $P_\pm=(1\pm\omega)/2$ satisfy $P_++P_-=1$ and $P_+P_-=0$, and they commute with all $\Gamma_a$. Their images are invariant. In an irreducible representation each image is $\{0\}$ or $V$. The sum rule excludes two zeros, and the product rule excludes two copies of $V$. One projector is the identity and the other is zero, so

$$\omega=\eta\,1,\qquad \Gamma_{2n+1}=\eta\,C. \tag{15}$$

The second equation follows on multiplying $C\Gamma_{2n+1}=\eta$ by $C$. Multiplying the first by $i^n$ gives (2).

Since $C$ is a product of the first $2n$ matrices, a subspace invariant under those is invariant under $\Gamma_{2n+1}$ as well. The representation is therefore already irreducible under the first $2n$ matrices. Its dimension is $2^n$ by (13), and a change of basis brings these matrices to the form (3). The same change takes $C$ to $Z^{\otimes n}$, so the last matrix becomes (6). There is thus at most one class for each $\eta$, and (3) with (6) shows that both occur.

They are inequivalent. If $S$ connected them, it would carry $\omega$ of one into $\omega$ of the other. But $S(\eta1)S^{-1}=\eta1$, so the sign cannot change. This completes the proof.

The even case escapes this argument because the product of all the matrices then anticommutes with each of them. It is not a multiple of the identity and provides no invariant label.

## Counting inside a larger representation

A separate check of the count uses no Pauli matrices. The $2^d$ ordered products of distinct $\Gamma_a$, including the empty product, are treated as independent symbols. Left multiplication, with signs found by counting exchanges, defines the regular representation.

It contains every irreducible $V$. Choose $v\ne0$ in $V$ and send each word $w$ to $wv$. This map respects the action of the $\Gamma_a$, and its image is nonzero and invariant, hence all of $V$. The regular representation splits into irreducible blocks. In the basis of words each $\Gamma_a$ is a permutation matrix with signs, hence unitary, and since $\Gamma_a^2=1$ it is also Hermitian. The orthogonal complement of an invariant subspace is therefore invariant, and repeated splitting ends in irreducible blocks that span the space. The map is nonzero on some block. Its kernel there is an invariant proper subspace, so it is $\{0\}$, and the image is $V$. That block is equivalent to $V$.

By (13) the number of blocks must be $2^d/2^n=2^{d-n}$. For odd $d$, $\omega$ sends each word to a multiple of the complementary word, so its trace is zero. The eigenvalues $\pm1$ then occur equally often, $2^{d-1}$ times each, and each class has $2^{d-1-n}=2^n$ blocks. For $d=5$ this means $32/4=8$ blocks, four in each class. The numerical splitting for $d=1$ to $7$, given in the numerical output, finds these block sizes and numbers, with one class for even $d$ and two for odd $d$.

## Lorentzian signature and limits of the result

For the metric $g=\mathrm{diag}(1,-1,\dots,-1)$ put

$$\gamma^0=\Gamma_1,\quad \gamma^j=i\Gamma_{j+1}\ (j=1,\dots,d-1),\quad \{\gamma^\mu,\gamma^\nu\}=2g^{\mu\nu}. \tag{16}$$

A nonzero factor on a matrix changes neither its invariant subspaces nor the condition for equivalence, so dimension and number of classes carry over. For odd $d$ there are $d-1=2n$ factors of $i$, and (2) becomes

$$\gamma^0\gamma^1\cdots\gamma^{d-1}=i^{2n}i^n\eta=(-i)^n\eta. \tag{17}$$

In four spacetime dimensions $n=2$ and the matrices are $4\times4$.

Irreducibility refers to the matrices $\Gamma_a$ themselves. The rotation generators

$$\Sigma_{ab}=-\tfrac{i}{4}[\Gamma_a,\Gamma_b] \tag{18}$$

contain two factors each. For even $d$ they commute with $C$, so the eigenspaces of $C$ are separately invariant under them. For odd $d$, reversing all $\Gamma_a$ multiplies (2) by $(-1)^d=-1$ and changes the class, but leaves (18) unchanged. The two Clifford classes therefore carry equivalent representations of the rotation generators.

Two assumptions matter. The first is complex scalars. For $d=3$, real $2\times2$ matrices obeying (1) would also form a complex representation of dimension $2$. It would be irreducible, because an irreducible subspace needs dimension $2$, and (2) would give the real product $\Gamma_1\Gamma_2\Gamma_3$ the value $i\eta$. This is impossible, so a real representation must be larger. The second is that the squares are nonzero. If all anticommutators vanished, the one-dimensional choice $\Gamma_a=0$ would be allowed, and (13) would fail.

## What the sign means for a planar Dirac particle

In $2+1$ dimensions $n=1$. The matrices are $\gamma^0=X$, $\gamma^1=iY$, $\gamma^2=i\eta Z$. In Hartree atomic units ($\hbar=1$), with $\alpha_i=\gamma^0\gamma^i$, the Dirac Hamiltonian is

$$H=c(\alpha_1p_1+\alpha_2p_2)+mc^2\gamma^0. \tag{19}$$

The spin is $S=\frac i4[\gamma^1,\gamma^2]=\frac i2\gamma^1\gamma^2$. To confirm its sign, note that $\gamma^0$ commutes with $\gamma^1\gamma^2$ and that $(\gamma^i)^2=-1$. Then $[\gamma^1\gamma^2,\gamma^1]=2\gamma^2$ and $[\gamma^1\gamma^2,\gamma^2]=-2\gamma^1$, so

$$[S,\alpha_1]=i\alpha_2,\qquad[S,\alpha_2]=-i\alpha_1.$$

For $L=x_1p_2-x_2p_1$ one has $[L,p_1]=ip_2$ and $[L,p_2]=-ip_1$. Hence

$$\begin{aligned}[L,H]&=ic(\alpha_1p_2-\alpha_2p_1),\\ [S,H]&=ic(\alpha_2p_1-\alpha_1p_2),\end{aligned}$$

and $L+S$ is conserved. Equation (17) reads $\gamma^0\gamma^1\gamma^2=-i\eta$. Multiplying from the left by $\gamma^0$ gives $\gamma^1\gamma^2=-i\eta\gamma^0$, and therefore

$$S=\tfrac{i}{2}(-i\eta)\gamma^0=\tfrac12\eta\gamma^0. \tag{20}$$

The matrices $\alpha_1,\alpha_2,\gamma^0$ square to one and anticommute in pairs. Cross terms in $H^2$ cancel, and $H^2=c^2p^2+m^2c^4$. As $H$ is a traceless $2\times2$ matrix at fixed momentum, its eigenvalues are $\pm E$ with

$$E=c\sqrt{p^2+m^2c^2}. \tag{21}$$

The same relations give $\{H,\gamma^0\}=2mc^2$. In a normalized state with energy $+E$ the expectation value of the left side is $2E\langle\gamma^0\rangle$, so

$$\langle S\rangle=\frac{\eta\,mc^2}{2E}. \tag{22}$$

At rest this is $\frac12\eta\,\mathrm{sign}(m)$. For $p\gg|m|c$ it falls as $\eta mc/(2p)$.

For a numerical case take $m=1$ and $p=(60,80)$, so $|p|=100$, with $c=137.035999$. Then $cp=13703.600$ and $mc^2=18778.865$ hartree, and

$$E=\sqrt{13703.600^2+18778.865^2}=23247.246\ \text{hartree},$$

or $632.590$ keV. For $\eta=+1$ the spin is

$$\langle S\rangle=\frac{18778.865}{2\times23247.246}=0.403894,$$

in units of $\hbar$, and for $\eta=-1$ it is $-0.403894$. The energies do not distinguish the classes. For a given sign of $m$, the spin of the positive-energy state does. Its magnitude is below $\frac12$ because the state at this momentum is not an eigenstate of $\gamma^0$.

With $m=-1$ and $\eta=+1$ the spin is again $-0.403894$. The reason is that reversing all $\gamma^\mu$ leaves $\alpha_i$ unchanged and reverses the mass term. Since this reversal also changes the class, $H$ with $(\eta,m)$ is equivalent to $H$ with $(-\eta,-m)$, by one change of basis for all momenta. The signs of $\eta$ and $m$ therefore enter this free model only through the sign of the product $\eta m$.

This also shows how a reflection acts. Replacing $p_1$ by $-p_1$ in (19) is the same as replacing $\gamma^1$ by $-\gamma^1$, which reverses $\eta$. For $m\ne0$ no single change of basis can restore the original $H$ at all momenta, because it would have to connect the two inequivalent classes. A single two-component planar particle with mass is thus not symmetric under this reflection alone, acting linearly on the spinor. An antilinear map is not excluded by the argument. Here $\alpha_1=-Z$, $\alpha_2=\eta Y$ and $\gamma^0=X$, so $X\,H(p_1,p_2)^*X=H(-p_1,p_2)$ for any $m$. This map sends $\psi(x_1,x_2)$ to $X\psi^*(x_1,-x_2)$, which is a reflection combined with time reversal. At $m=0$ the obstruction disappears: $\gamma^0$ no longer enters $H$ separately, and the two classes give equivalent Hamiltonians.

## Table of computed values

```
Splitting of the regular representation (pure numbers)
d=1: total dim 2, blocks 2, block dim 1, classes 2, blocks per class [1, 1]
d=2: total dim 4, blocks 2, block dim 2, classes 1, blocks per class [2]
d=3: total dim 8, blocks 4, block dim 2, classes 2, blocks per class [2, 2]
d=4: total dim 16, blocks 4, block dim 4, classes 1, blocks per class [4]
d=5: total dim 32, blocks 8, block dim 4, classes 2, blocks per class [4, 4]
d=6: total dim 64, blocks 8, block dim 8, classes 1, blocks per class [8]
d=7: total dim 128, blocks 16, block dim 8, classes 2, blocks per class [8, 8]
Vacuum construction, d=7, scrambled representation
eta=+1: independent states 8 in a space of dim 128
eta=-1: independent states 8 in a space of dim 128
Planar Dirac particle, Hartree atomic units
speed of light c = 137.035999 a.u.
momentum p = (60, 80) a.u., |p| = 100 a.u.
rest energy for |m|=1: 18778.865 hartree
eta=+1, m=+1: E = -23247.246, 23247.246 hartree
   spin of upper state +0.403894 hbar, at rest +0.500 hbar
eta=-1, m=+1: E = -23247.246, 23247.246 hartree
   spin of upper state -0.403894 hbar, at rest -0.500 hbar
eta=+1, m=-1: E = -23247.246, 23247.246 hartree
   spin of upper state -0.403894 hbar, at rest -0.500 hbar
eta=-1, m=-1: E = -23247.246, 23247.246 hartree
   spin of upper state +0.403894 hbar, at rest +0.500 hbar
positive energy = 632.590 keV
```
